# Why a coarse mesh hides metallic screening in overlapping germanium bands

**Q.** A semilocal calculation for germanium gave me a permittivity in the teens, quite near the rough measured value of 16. A denser band plot then showed the conduction minimum below the valence maximum, at another $\mathbf k$. How can a metal have returned a sensible insulating permittivity?

**A.** Let us first write down what is being summed. I take overlap as your premise; whether a particular calculation gives it depends on the functional, the lattice constant and the treatment of spin-orbit coupling. I also assume that the direct gap stays open at every $\mathbf k$, that the ions are clamped, and that local fields are neglected.

Let $U$ be the total potential energy of an electron in a weak static perturbation of wavevector $q$ along $x$. The perturbed density matrix must be stationary, so to first order
$$
[H,\delta\rho]+[U,\rho_0]=0 .
$$
Between Bloch states $m$ and $n$, with occupations $f$ and energies $E$, this reads
$$
(E_m-E_n)\,\delta\rho_{mn}+U_{mn}(f_n-f_m)=0 ,
$$
$$
\delta\rho_{mn}=-U_{mn}\frac{f_n-f_m}{E_m-E_n}.
$$
Summing the density carried by these elements gives $\delta n=-\Pi U$, where
$$
\Pi(q)=\frac1{\Omega N_k}\sum_{\mathbf k,n,m}W_{mn}\,
\frac{f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q}}{E_{m,\mathbf k+\mathbf q}-E_{n\mathbf k}},
$$
$$
W_{mn}=|\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle|^2 .
$$
Here $\Omega$ is the cell volume, $N_k$ the number of mesh points, and spin is included in the band labels. At equal energies the quotient means its continuous limit.

Extra electrons repel an electron, so Poisson's equation gives
$$
U=U_{\rm ext}+\frac{e^2}{\varepsilon_0q^2}\delta n
=U_{\rm ext}-\frac{e^2}{\varepsilon_0q^2}\Pi U .
$$
Moving the last term to the left gives $U_{\rm ext}=\varepsilon U$ with
$$
\varepsilon(q)=1+\frac{e^2}{\varepsilon_0q^2}\Pi(q).
$$
The question is now which parts of $\Pi$ survive division by $q^2$.

**Q.** Which part looks like an insulator?

**A.** The interband part. Differentiate $H|u_v\rangle=E_v|u_v\rangle$ with respect to $k_x$ and project on a conduction state $c$ at the same $\mathbf k$. The term in $\partial E_v$ vanishes by orthogonality, leaving
$$
\langle c|\partial_xH|v\rangle+E_c\langle c|\partial_xv\rangle
=E_v\langle c|\partial_xv\rangle .
$$
Therefore
$$
\langle c|\partial_xv\rangle=-\frac{\langle c|\partial_xH|v\rangle}{E_c-E_v},
\qquad
W_{cv}\to q^2\frac{|\langle c|\partial_xH|v\rangle|^2}{(E_c-E_v)^2}.
$$
The sum contains each pair twice, once as $v\to c$ and once as $c\to v$. Exchanging the labels reverses both the numerator and the denominator of the occupation quotient, so the two terms are equal. The factor $q^2$ cancels the one in Poisson's equation:
$$
\varepsilon_{\rm inter}=1+\frac{e^2}{\varepsilon_0\Omega N_k}
\sum_{\mathbf k,c,v}\frac{2(f_v-f_c)|\langle c|\partial_xH|v\rangle|^2}{(E_c-E_v)^3}.
$$
This is finite while the direct gap is open. The denominator contains energy differences at one $\mathbf k$. An overlap between a valence state here and a conduction state elsewhere does not make it vanish.

**Q.** And the metallic part?

**A.** For transitions within a band, $W\to1$ rather than $q^2$. The energies approach each other, and the quotient becomes a derivative:
$$
\frac{f(E_1)-f(E_2)}{E_2-E_1}\to-f'(E).
$$
Nothing now cancels $1/q^2$, so
$$
\varepsilon_{\rm intra}\to\frac{k_s^2}{q^2},\qquad
k_s^2=\frac{e^2}{\varepsilon_0}\int D(E)[-f'(E)]\,dE ,
$$
where $D$ is the density of states per volume, both spins included. At zero temperature the integral becomes $D(E_F)$. Overlapping bands have electron and hole pockets, hence $D(E_F)>0$ and a divergent static response. Bands that merely touch may have $D(E_F)=0$; this argument does not cover them.

The two parts use $\mathbf k$ space differently. The interband part collects transitions from the whole zone. The intraband part comes from states within a few $k_BT$ of the Fermi level, since $-f'$ is negligible elsewhere. A mesh can sample the first tolerably and miss the second.

**Q.** Can you show that in a case where the converged answer is known?

**A.** Take a lattice model with round parameters, on a cube of edge $a=0.36$ nm. With $\kappa_i=k_ia$ and $s=\sum_i(1-\cos\kappa_i)$, let
$$
H=-Cs+(M_0+Bs)\tau_z+A\sum_i\sin\kappa_i\,\tau_x\sigma_i .
$$
The Pauli matrices $\tau$ act on two orbitals and $\sigma$ on spin. Both orbitals sit at one point and have no on-site dipole. I use $g=4$ identical copies, hence eight valence electrons per cell, and
$$
A=0.80,\quad B=0.25,\quad C=0.35,\quad M_0=0.25\ \text{eV}.
$$
The four matrices multiplying the last two terms anticommute and square to one. Squaring that part of $H$ therefore leaves no cross terms, and the energies, each doubly degenerate, are
$$
E_{c,v}=-Cs\pm\sqrt{(M_0+Bs)^2+A^2\sum_i\sin^2\kappa_i}.
$$
At $\Gamma$, $s=0$ and the valence top is $-M_0=-0.25$ eV. At the zone corner $R$, $s=6$ and the conduction minimum is $-6C+M_0+6B=-0.35$ eV. The overlap is $\Delta=0.10$ eV, while the direct gap at $\Gamma$ is $2M_0=0.50$ eV.

The term $-Cs$ multiplies the unit matrix. It moves both bands together, so it drops out of $E_c-E_v$ and of the interband matrix element. At fixed occupations, the interband permittivity of this model is therefore independent of $C$, and $C$ is what sets the overlap when the other parameters are held fixed. That sum cannot tell you whether the bands overlap.

**Q.** What do the meshes actually return?

**A.** Shift an $N\times N\times N$ mesh by half a spacing in each direction, with $N$ even. The smearing is $k_BT=0.010$ eV. "Fixed" below means that the lower bands are filled at every $\mathbf k$ and $q\to0$. The last column fills states from a common Fermi level and uses $q=0.1$ nm$^{-1}$. All finite-$q$ values below place the two states at $\mathbf k\mp\mathbf q/2$, centred on the mesh point. This is equivalent to the formula above on a converged mesh, but not on a coarse one: pairing $\mathbf k$ with $\mathbf k+\mathbf q$ would give 53 instead of 47.8 at $N=12$.

| $N$ | Apparent gap (eV) | Fixed $\varepsilon$ | $\varepsilon(q)$ |
|---:|---:|---:|---:|
| 4 | 1.42 | 11.7 | 11.7 |
| 6 | 0.75 | 16.2 | 16.2 |
| 8 | 0.45 | 17.9 | 17.9 |
| 12 | 0.19 | 19.0 | 47.8 |
| 16 | 0.075 | 19.3 | 2818 |
| 24 | −0.015 | 19.4 | 10859 |

At $N=8$ the mesh sees a gap of 0.45 eV and a permittivity of 17.9, although the bands overlap. The converged fixed-occupation value is 19.5, so the coarse value is 8% below it. At $N=6$ the result happens to lie near germanium's rough 16, but in this model that is not the converged value even of the fixed-occupation sum.

The fixed column settles smoothly as the apparent gap closes. Its convergence shows that the interband integral is converged; it says nothing about whether the bands overlap.

**Q.** How large are the pockets, and how much do they disturb the interband part?

**A.** They hold $5.1\times10^{19}$ electrons per cm$^3$, or 0.051 nm$^{-3}$. The valence density is $8/0.0467=171$ nm$^{-3}$, so about 0.03% of the valence electrons have changed band. Using the true occupations lowers the converged interband permittivity from 19.5 to 18.8, about 3%. This share exceeds the share of electrons because the holes sit near $\Gamma$, where the direct gap is smallest and the interband summand large.

The same few carriers give $k_s^2=79.0$ nm$^{-2}$ at this smearing. The electron pocket is filled to only about 9 meV, comparable to $k_BT$, so the value depends on the smearing: at 3 meV it is about 98 nm$^{-2}$. At $q=0.1$ nm$^{-1}$,
$$
\frac{k_s^2}{q^2}=\frac{79.0}{0.010}=7.90\times10^3 .
$$
The full response on a dense quadrature grid is 7899. At $q=0.2$ nm$^{-1}$ it is 1975, a quarter as large. The intraband term alone differs from its limiting form by 0.24% at the smaller $q$ and 0.94% at the larger, so the difference shrinks as $q^2$.

**Q.** Your table shows 47.8 at $N=12$, where the apparent gap is still 0.19 eV. Why is that not insulating?

**A.** Because the smearing has tails and $1/q^2$ amplifies them. Call the apparent gap $G$. The eight mesh points nearest $\Gamma$ hold the highest valence states, and the eight nearest $R$ the lowest conduction states. Equal numbers of electrons and holes put the Fermi level near the middle of $G$. At these points
$$
-f'=\frac{f(1-f)}{k_BT}\simeq\frac{e^{-G/2k_BT}}{k_BT}.
$$
There are 16 such points, with two degenerate states each, and each point has weight $1/N^3$. Hence
$$
\varepsilon_{\rm intra}\simeq
\frac{ge^2}{\varepsilon_0a}\,\frac1{(qa)^2}\,\frac{32}{N^3}\,
\frac{e^{-G/2k_BT}}{k_BT}.
$$
The first factor is $4(18.095)/0.36=201$ eV, and $qa=0.036$. For $N=12$, $G=0.1852$ eV and the exponential is $e^{-9.26}=9.5\times10^{-5}$. The product is 27, against $47.8-19.0=28.8$ in the table. The difference is mainly a finite-$q$ correction, which the estimate leaves out; more distant points contribute negligibly.

For $N=8$ the exponential is $e^{-22.3}$, and the same formula gives $2\times10^{-4}$. Strictly, with nonzero smearing, even this tail diverges as $q\to0$. It is invisible at the wavevector used here, and a calculation with fixed integer occupations removes it altogether. In the full response at a small wavevector, and while a mesh shows a gap, hiding the metal thus takes either such occupations or a gap many times the smearing. A calculation that sums only the interband part and leaves out the intraband term hides the metal on any mesh: with the true occupations on a converged grid it returns the 18.8 found above.

**Q.** How dense must a mesh be before it notices the overlap?

**A.** Expand the band edges. Near $\Gamma$, $s\simeq\kappa^2/2$ and $\sum_i\sin^2\kappa_i\simeq\kappa^2$, so
$$
E_v\simeq-M_0-c_v\kappa^2,\qquad
c_v=\frac{B+C}{2}+\frac{A^2}{2M_0}=1.58\ \text{eV}.
$$
Near $R$, write $\kappa_i=\pi+p_i$. Then $s\simeq6-p^2/2$, and with $M_R=M_0+6B=1.75$ eV,
$$
E_c\simeq-6C+M_R+c_cp^2,\qquad
c_c=\frac{C-B}{2}+\frac{A^2}{2M_R}=0.233\ \text{eV}.
$$
The nearest mesh point to either extremum is displaced by $\pi/N$ along each axis, so its squared distance is $3\pi^2/N^2$. The apparent gap is
$$
G\simeq-\Delta+(c_v+c_c)\frac{3\pi^2}{N^2},
$$
which vanishes at
$$
N_c=\pi\sqrt{\frac{3(c_v+c_c)}{\Delta}}
=\pi\sqrt{\frac{3(1.81)}{0.10}}\simeq23 .
$$
The largest even $N$ that shows a gap is in fact 20. The parabola overestimates the threshold because $\sqrt{1+x}\le1+x/2$: the valence band falls away from $\Gamma$ more slowly than its parabola. With the overlap reduced to 0.005 eV by changing $C$, the formula gives $N_c=103$. There a mesh with $N=96$ shows a gap and one with $N=110$ does not, as it should.

The law $N_c\propto\Delta^{-1/2}$ holds for this mesh family and small overlaps. Small masses raise $N_c$, since steep bands make small pockets.

**Q.** Could it be that the small number of points makes the response finite, rather than their missing the pockets?

**A.** Either can do it. Keep $N=8$, the smearing of 10 meV and the response formula, but centre the mesh on $\Gamma$. It then contains both $\Gamma$ and $R$, and the apparent gap is −0.10 eV. The permittivity becomes 1076 at $q=0.1$ nm$^{-1}$ and 299 at 0.2 nm$^{-1}$. On the shifted mesh it is 17.9 and 17.8. The number of divisions is the same, but one mesh has points in the pockets, and its negative gap reveals the metal.

The response reveals it only with the help of the smearing, and its value is still far from the converged 7899. At $\Gamma$ and $R$ the Fermi level lies about 50 meV inside the bands, so the metallic term comes from the tails of $-f'$. With a smearing of 3 meV the same mesh returns 17.6 at both wavevectors, again like an insulator. A coarse mesh can thus hide the metal by missing the pockets, or by having points inside them but none close enough to the Fermi level.

The opposite control keeps the dense grid and removes the overlap. Setting $C=B$, with everything else unchanged, gives a gap of 0.50 eV, the same from $\Gamma$ to $R$ as at $\Gamma$ itself. At $q=0.1$ nm$^{-1}$ the permittivity is then 19.5, the fixed-occupation value.

**Q.** So if I fix the occupations, is a $\Gamma$-centred mesh just as good?

**A.** Not here. At $\Gamma$, $\partial H/\partial\kappa_x=A\tau_x\sigma_x$, which takes each of the two valence states wholly into the conduction pair. The squared matrix elements sum to $2A^2$, and the interband summand is
$$
\frac{2(2A^2)}{(2M_0)^3}=\frac{A^2}{2M_0^3}=20.5\ \text{eV}^{-1}.
$$
With weight $1/8^3$, this one point contributes
$$
\frac{201\times20.5}{512}=8.0
$$
to the permittivity. The fixed-occupation result on that mesh is 25.7, or 32% above the converged 19.5. A plausible value is therefore not guaranteed: it also depends on how the mesh treats the region of small direct gap.

**Q.** My direct gap at $\Gamma$ is also badly underestimated. Doesn't the inverse cube make the converged interband part explode?

**A.** The inverse cube competes with the small volume of $\mathbf k$ space near $\Gamma$. There the bands follow $E=\sqrt{M_0^2+v^2k^2}$, measured from the middle of the gap, with $v=Aa=0.288$ eV nm. Let $\Gamma_j$ be the four anticommuting matrices, $n_j$ the unit vector of their coefficients, and $P_{c,v}=(1\pm n\cdot\Gamma)/2$ the band projectors. Since $\Gamma_x(n\cdot\Gamma)\Gamma_x=-n\cdot\Gamma+2n_x\Gamma_x$,
$$
\sum_{cv}|\langle c|\partial_xH|v\rangle|^2
=v^2\,{\rm Tr}(P_c\Gamma_xP_v\Gamma_x)
$$
$$
=\frac{v^2}{4}{\rm Tr}\big[(1+n\cdot\Gamma)(1+n\cdot\Gamma-2n_x\Gamma_x)\big]
=2v^2(1-n_x^2).
$$
For $vk\gg M_0$, the average of $n_x^2$ over directions is $1/3$, the sum is $4v^2/3$, and $E_c-E_v=2vk$. The contribution is
$$
\frac{ge^2}{\varepsilon_0}\int\frac{4\pi k^2dk}{(2\pi)^3}
\frac{2(4v^2/3)}{(2vk)^3}
=\frac{ge^2}{6\pi^2\varepsilon_0v}\int\frac{dk}{k}.
$$
The integral is cut off below near $k=M_0/v$, so it grows as $-\ln M_0$. The coefficient is 4.24 for each factor $e$ in the gap. Direct integration between gaps of 4 and 2 meV gives 4.33, 2% higher.

That is the asymptotic law for a very small gap, and it should not be used at 0.50 eV. Halving $M_0$ from there raises the fixed permittivity from 19.5 to 26.0, an increase of 6.5, whereas the logarithm alone would give $4.24\ln2=2.9$. In this model $M_0$ enters the mass term at every $\mathbf k$, so the change is not confined to $\Gamma$; I have not separated the shares. An underestimated direct gap can thus shift the insulating-looking number appreciably. If the direct gap closes, the finite interband limit used above is no longer assured. Semilocal calculations of germanium can come close to that point or reach it, so check the gap at $\Gamma$ before applying this picture.

**Q.** How close is all this to real germanium?

**A.** The cell volume, 0.0467 nm$^3$, and the eight valence electrons are close to germanium's primitive cell, roughly 0.045 nm$^3$. The fixed permittivity of 19.5 is somewhat above the rough 16. The electron mass, 1.26 free-electron masses, is far too heavy: a germanium valley has a density-of-states mass of roughly 0.2. The hole mass is 0.19, against roughly 0.3 for heavy holes; using 0.3 for the holes alone lowers the parabolic threshold from 23 to 19, but using 0.2 for the electrons as well raises it to 27. The copies only imitate germanium's degeneracies, so neither $k_s^2$ nor the mesh threshold should be carried over. The most important assumption that real germanium breaks is the overlap itself, since it is a semiconductor with an indirect gap of roughly 0.7 eV. In the model, opening a 0.50 eV gap takes the response at $q=0.1$ nm$^{-1}$ from 7899 to 19.5.

**Q.** Would room-temperature occupations or the semilocal exchange term rescue the insulating answer?

**A.** Neither does in this example. Occupations at 300 K change $k_s^2$ from 79 to 67 nm$^{-2}$. For exchange, add a local term $f_x\delta n$ to the potential felt by the electrons:
$$
\delta n=-\Pi(U+f_x\delta n)
\quad\Rightarrow\quad
\delta n=-\frac{\Pi}{1+f_x\Pi}U .
$$
The uniform-gas exchange energy density is $-\tfrac34(e^2/4\pi\varepsilon_0)(3/\pi)^{1/3}n^{4/3}$. Its second derivative is
$$
f_x=-\frac{e^2}{12\pi\varepsilon_0}\left(\frac3\pi\right)^{1/3}n^{-2/3},
$$
which is negative. At the mean valence density it multiplies $k_s^2$ by 1.07. This estimate omits correlation, density gradients and local fields, but it shows exchange strengthening the metallic term.

**Q.** What should I do with my germanium result?

**A.** Compute the band edges on a dense mesh, including the points where the extrema lie, before interpreting the permittivity. Then repeat the response with another mesh, another shift and another smearing, and check whether the occupations were fixed and whether the intraband term was included at all. If the overlap persists and the occupations were fixed, the finite number describes interband polarization with the pockets ignored. It may be useful under that name. An interband-only sum with smeared occupations gives a similar finite number on a converged mesh, 18.8 against 19.5 in this model, so refining the mesh does not expose the metal in that quantity. With smeared occupations the number can be harder to name: it may include part of the metallic term, like the 47.8 above, or lose the interband contribution of a point whose valence states have emptied, like the 17.6. In none of these cases is it the static permittivity of the band structure you computed. To obtain a semiconductor's permittivity, you need an electronic structure that has the gap; a coarser mesh merely conceals its absence. The numerical output below gives the remaining mesh values.

## Computed values

```
Cell edge: 0.36 nm; band-pair copies: 4
A, B, C, M0: 0.80, 0.25, 0.35, 0.25 eV
Smearing: 0.010 eV
Cell volume: 0.0467 nm^3
Direct gap at Gamma: 0.500 eV
Indirect overlap: 0.100 eV
Hole mass: 0.186 electron masses
Electron mass: 1.262 electron masses
e^2/eps0: 18.095 eV nm
Shifted meshes; finite q = 0.1 nm^-1
N | apparent gap (eV) | fixed eps | finite-q eps
 4 |   1.4187 |   11.681 |     11.681
 6 |   0.7469 |   16.185 |     16.183
 8 |   0.4466 |   17.859 |     17.856
10 |   0.2841 |   18.582 |     18.937
12 |   0.1852 |   18.954 |     47.780
16 |   0.0750 |   19.287 |   2818.290
24 |  -0.0153 |   19.441 |  10858.714
48 |  -0.0773 |   19.460 |   7688.342
N=6 eps by diagonalization: 16.18468
Converged fixed-occupation eps: 19.460
Interband eps, true occupations: 18.822
Fermi level: -0.3413 eV
Electron density: 5.100e+19 cm^-3
Converged ks^2: 78.984 nm^-2
Quadrature shift of ks^2: -0.0410 %
Quadrature shift of fixed eps: 4.26e-13
Dense eps at q=0.1 nm^-1: 7898.60
Dense eps at q=0.2 nm^-1: 1974.82
Intraband limit error at q=0.1: 0.236 %
Intraband limit error at q=0.2: 0.941 %
Control gap: 0.500 eV
Control eps at q=0.1: 19.452
Shifted N=8 eps at q=0.2: 17.847
Gamma N=8 apparent gap: -0.100 eV
Gamma N=8 eps at q=0.1: 1076.26
Gamma N=8 eps at q=0.2: 298.75
Gamma N=8 fixed eps: 25.665
Part from Gamma alone: 8.042
Parabolic mesh threshold: N=23.17
Largest even N with apparent gap: 20
Small-overlap test: 0.005 eV, N=103.16
Meshes below/above that threshold: 96, 110
Log slope, formula: 4.2440 per e-fold
Log slope, quadrature: 4.3278 per e-fold
Fixed eps with half direct gap: 25.980
ks^2 with 300 K occupations: 67.486 nm^-2
Threshold for hole mass 0.3: N=18.95
Local exchange factor on ks^2: 1.0716
```
